\section*{The Keesom attraction as a thermal average, and its cold limits}

\section{Two dipoles and an average}

\textbf{Q.} I treat the Keesom attraction between two polar molecules as I treat dispersion: a potential energy proportional to $R^{-6}$, a property of the pair, present at any temperature. I take the mean dipole energy as the potential and differentiate it to get the force. Is anything wrong with that?

\textbf{A.} Two things: the temperature and the factor in front. Let us fix a model in which both can be checked. Two rigid point dipoles $\mu_1,\mu_2$ sit in vacuum with their centres a fixed distance $R$ apart on the $z$ axis. They rotate freely, and for now classically, at temperature $T$. We leave out induction and dispersion. With unit vectors $\mathbf n_1,\mathbf n_2$ along the dipoles,
\begin{equation}
U=\lambda u,\qquad \lambda=\frac{\mu_1\mu_2}{4\pi\varepsilon_0R^3},\qquad
u=\mathbf n_1\!\cdot\mathbf n_2-3n_{1z}n_{2z}.
\label{eq:U}
\end{equation}
In polar angles, with $\phi$ the difference of the azimuths,
\begin{equation}
u=\sin\theta_1\sin\theta_2\cos\phi-2\cos\theta_1\cos\theta_2 .
\end{equation}
The lowest value is $u=-2$, for dipoles head to tail along the axis. What do you get if every orientation is equally likely?

\textbf{Q.} The first term vanishes on averaging over $\phi$, and the second because $\cos\theta_1$ averages to zero. So $\langle u\rangle_0=0$, and there is no attraction at all.

\textbf{A.} Yes. Attraction needs a bias towards the favourable orientations, and here the Boltzmann factor supplies it. Its strength is governed by $x=\lambda/kT$. For $x\ll1$ we expand the weight, $e^{-xu}\approx1-xu$. Its normalization is unchanged at this order because $\langle u\rangle_0=0$, so $\langle u\rangle\approx-x\langle u^2\rangle_0$.

The cross term in $u^2$ vanishes on averaging over $\phi$. With $\langle\sin^2\theta\rangle_0=2/3$, $\langle\cos^2\theta\rangle_0=1/3$ and $\langle\cos^2\phi\rangle_0=1/2$,
\begin{equation}
\langle u^2\rangle_0=\frac23\cdot\frac23\cdot\frac12+4\cdot\frac13\cdot\frac13=\frac23,
\qquad
\langle U\rangle\approx-\frac{2\lambda^2}{3kT}.
\label{eq:meanU}
\end{equation}
One factor $\lambda\propto R^{-3}$ is the energy itself and the other is the bias it produces. Together they give $R^{-6}$, and the bias brings in $1/kT$.

\section{Which energy gives the force?}

\textbf{Q.} Then (\ref{eq:meanU}) is my potential, with a temperature in it. Why may I not differentiate it?

\textbf{A.} Because the bias changes as you move the molecules. The mechanical force at fixed orientations is $-\partial U/\partial R$, and the mean force is its Boltzmann average. Define the free energy relative to infinite separation,
\begin{equation}
F=-kT\ln Q,\qquad Q=\langle e^{-U/kT}\rangle_0 .
\end{equation}
Differentiating at fixed $T$ gives
\begin{equation}
\frac{\partial F}{\partial R}
=-\frac{kT}{Q}\Big\langle-\frac{1}{kT}\frac{\partial U}{\partial R}e^{-U/kT}\Big\rangle_0
=\Big\langle\frac{\partial U}{\partial R}\Big\rangle .
\end{equation}
So $F$ is the potential of the mean force. Differentiating $\langle U\rangle$ would also differentiate the weights.

\textbf{Q.} How large is $F$, then?

\textbf{A.} Expand $Q$ to second order. The linear term vanishes, so
\begin{equation}
Q\approx1+\frac{x^2}{2}\langle u^2\rangle_0=1+\frac{x^2}{3},
\qquad
F\approx-kT\,\frac{x^2}{3}=-\frac{\lambda^2}{3kT}.
\label{eq:F}
\end{equation}
This is half of (\ref{eq:meanU}).

\textbf{Q.} Where has the other half gone?

\textbf{A.} Into entropy. The biased orientations are more ordered than free ones. At fixed $R$,
\begin{equation}
\Delta S=-\frac{\partial F}{\partial T}=-\frac{\lambda^2}{3kT^2},
\qquad T\Delta S=-\frac{\lambda^2}{3kT}=F .
\end{equation}
Since $\langle U\rangle=F+T\Delta S$, we recover $\langle U\rangle=2F$. The pair gains $2|F|$ in energy and pays $|F|$ for the ordering. In classical mechanics $\langle U\rangle$ is also the whole change of energy, since each linear rotor keeps the mean kinetic energy $kT$ at any orientation.

\textbf{Q.} Is the factor one half a general rule for thermal forces?

\textbf{A.} Only at weak coupling. For any interaction with $\langle U\rangle_0=0$, the same expansion gives $F\approx-\langle U^2\rangle_0/2kT$ and $\langle U\rangle\approx-\langle U^2\rangle_0/kT$, so the ratio is one half whatever the dependence on $R$. At strong coupling it changes, and for dipoles the ratio can be read from two powers of $R$. Since $U\propto R^{-3}$, we have $\partial U/\partial R=-3U/R$, and the mean radial force is
\begin{equation}
-\frac{\partial F}{\partial R}=\frac{3\langle U\rangle}{R}
\label{eq:force}
\end{equation}
at any coupling. If $F\propto R^{-n}$ over some range, the left side is $nF/R$, so
\begin{equation}
\frac{F}{\langle U\rangle}=\frac3n .
\label{eq:ratio}
\end{equation}
For $n=6$ the ratio is one half. If the attraction turned into an $R^{-3}$ law, it would be one.

\section{Numbers at room temperature}

\textbf{Q.} I should like to see the size of the error.

\textbf{A.} Take round model values: $\mu_1=\mu_2=1.5$ D, $R=0.5$ nm and $T=300$ K. Equation (\ref{eq:U}) gives $\lambda=11.235$ meV, and $kT=25.852$ meV. Then
\begin{align}
x&=\frac{11.235}{25.852}=0.435,\\
-\frac{\lambda^2}{3kT}&=-\frac{(11.235)^2}{3\times25.852}\ \text{meV}=-1.63\ \text{meV},
\end{align}
and the Keesom mean energy is twice that, $-3.25$ meV. Quadrature over all three angles, without expansion in $x$, gives $F=-1.613$ meV and $\langle U\rangle=-3.199$ meV. The entropy term is $T\Delta S=-1.586$ meV, and the balance closes: $-3.199+1.586=-1.613$.

By (\ref{eq:force}) the mean force is $3\times(-3.199)/0.5=-19.2$ meV/nm, or $-3.08$ pN, where the minus sign means attraction. Your recipe, $-\partial\langle U\rangle/\partial R$, gives $-6.05$ pN, nearly twice the force.

\section{How weak must the coupling be?}

\textbf{Q.} You used $x\ll1$, and here $x$ is 0.43. Why did the formula do so well?

\textbf{A.} The next term has a small coefficient. To find it, write $u=\mathbf w\cdot\mathbf n_2$ with $\mathbf w=(n_{1x},n_{1y},-2n_{1z})$. With $c=\cos\theta_1$, the length of $\mathbf w$ is
\begin{equation}
s=\sqrt{(1-c^2)+4c^2}=\sqrt{1+3c^2}.
\end{equation}
The component of $\mathbf n_2$ along $\mathbf w$ is uniformly distributed between $-1$ and $1$, so the average over $\mathbf n_2$ is $\frac12\int_{-1}^{1}e^{-xst}\,dt=\sinh(xs)/(xs)$. This is even in $c$, hence
\begin{equation}
Q=\int_0^1\frac{\sinh(xs)}{xs}\,dc
=\int_0^1\Big(1+\frac{x^2s^2}{6}+\frac{x^4s^4}{120}+\dots\Big)dc .
\label{eq:Q}
\end{equation}
The two integrals are $\int_0^1s^2dc=1+1=2$ and $\int_0^1s^4dc=1+2+\frac95=\frac{24}5$. Thus $Q=1+x^2/3+x^4/25+\dots$, and from $\ln(1+y)=y-y^2/2+\dots$
\begin{equation}
\ln Q=\frac{x^2}{3}+\Big(\frac1{25}-\frac1{18}\Big)x^4+\dots
=\frac{x^2}{3}-\frac{7x^4}{450}+\dots
\end{equation}
Because $d\ln Q/dx=-\langle u\rangle$, the mean energy follows by differentiation:
\begin{align}
F&=-\frac{\lambda^2}{3kT}\Big(1-\frac{7x^2}{150}+\dots\Big),\\
\langle U\rangle&=-\frac{2\lambda^2}{3kT}\Big(1-\frac{7x^2}{75}+\dots\Big).
\end{align}
At $x=1$ the full classical $F$ is 0.958 of its Keesom value and $\langle U\rangle$ is 0.919 of its own. The free energy is 10\% weaker than the Keesom value at $x=1.65$. So ``dipole coupling below $kT$'' is a sensible working condition, but nothing abrupt happens at $x=1$.

\section{Cooling the classical pair}

\textbf{Q.} If I cool the pair, (\ref{eq:F}) grows without limit. That looks like a very strong zero-temperature force.

\textbf{A.} It is an expansion used outside its range. Since $U\ge-2\lambda$, we have $Q\le e^{2x}$, and therefore $F\ge-2\lambda$. The Keesom expression breaks this bound once $x^2/3>2x$, that is, for $x>6$.

For $x\gg1$, the integral (\ref{eq:Q}) comes from the region near $c=1$. There $ds/dc=3c/s=3/2$, so with $t=1-c$ we have $s\approx2-3t/2$. We replace $\sinh(xs)$ by $e^{xs}/2$ and the slowly varying denominator by $2x$:
\begin{equation}
Q\approx\frac{e^{2x}}{4x}\int_0^\infty e^{-3xt/2}dt=\frac{e^{2x}}{6x^2}.
\end{equation}
It follows that
\begin{align}
F&\approx-2\lambda+kT\ln(6x^2),\\
\langle U\rangle&=-\lambda\frac{d\ln Q}{dx}\approx-\lambda\Big(2-\frac2x\Big)=-2\lambda+2kT .
\end{align}
The dipoles lock head to tail. The term $2kT$ is the potential energy of four small tilting coordinates, $kT/2$ for each. As $T\to0$ both energies tend to $-2\lambda\propto R^{-3}$ and their ratio tends to one, as (\ref{eq:ratio}) requires for $n=3$.

For the pair at 0.5 nm, where $-2\lambda=-22.5$ meV, the classical results in meV are:
\begin{center}
\begin{tabular}{rrrrr}
$T$ (K) & $x$ & Keesom $F$ & full $F$ & full $\langle U\rangle$\\
300 & 0.43 & $-1.63$ & $-1.61$ & $-3.20$\\
100 & 1.30 & $-4.88$ & $-4.55$ & $-8.54$\\
30 & 4.35 & $-16.3$ & $-10.8$ & $-16.7$\\
10 & 13.0 & $-48.8$ & $-16.5$ & $-20.7$
\end{tabular}
\end{center}
At 10 K the Keesom value lies far below the lowest energy the pair can have.

\section{Quantum rotors at zero temperature}

\textbf{Q.} So at $T=0$ there is an $R^{-3}$ attraction and no $R^{-6}$ attraction?

\textbf{A.} For classical dipoles, yes. For molecules the answer depends on a further energy, the rotational constant $B$. A free linear rotor has levels $BJ(J+1)$, each $(2J+1)$-fold degenerate. In the state $J=0$ its axis points nowhere in particular, and a weak coupling cannot lock it.

Take two identical rotors, write $V$ for the operator of the dipole energy, and let $\beta=1/kT$. To second order in $V$,
\begin{equation}
\frac{Z}{Z_0}=1-\beta\langle V\rangle_0+\int_0^\beta\! d\tau\int_0^\tau\! d\tau'\,C(\tau-\tau'),
\end{equation}
where $C(\tau)=\langle V(\tau)V(0)\rangle_0$, $V(\tau)=e^{\tau H_0}Ve^{-\tau H_0}$, and $H_0$ describes the free rotors. The linear term is zero because a free rotor has no mean axis. The double integral equals $\int_0^\beta(\beta-t)C(t)\,dt$. Cyclic invariance of the trace gives $C(t)=C(\beta-t)$, which turns this into $\frac\beta2\int_0^\beta C\,dt$. Hence $F=-\frac12\int_0^\beta C\,d\tau$.

By (\ref{eq:U}), $V=\lambda\sum_aT_an_{1a}n_{2a}$ with $T_a=(1,1,-2)$. For each rotor, isotropy gives $\langle n_a(\tau)n_b(0)\rangle_0=\delta_{ab}\,g(\tau)/3$, where $g(\tau)=\langle\mathbf n(\tau)\cdot\mathbf n(0)\rangle_0$. The rotors are independent in $H_0$, so $C=\lambda^2(1+1+4)g^2/9=2\lambda^2g^2/3$ and
\begin{equation}
F=-\frac{\lambda^2}{3}\int_0^\beta g(\tau)^2\,d\tau .
\label{eq:Fq}
\end{equation}
If the axis did not move in imaginary time, $g$ would be 1 and (\ref{eq:F}) would return.

\textbf{Q.} What is $g$ for a real rotor?

\textbf{A.} The vector $\mathbf n$ connects $J$ with $J\pm1$. Let $S_J$ be the sum of $|\langle J{+}1,m'|\mathbf n|J,m\rangle|^2$ over $m$ and $m'$. Since $\mathbf n^2=1$, the strengths leaving level $J$ add up to its degeneracy: $S_J+S_{J-1}=2J+1$. With $S_0=1$ this gives $S_J=J+1$. The level spacings are $2B(J+1)$ upwards and $2BJ$ downwards, so
\begin{equation}
g(\tau)=\frac1{z}\sum_Je^{-\beta BJ(J+1)}\big[(J+1)e^{-2B(J+1)\tau}+Je^{2BJ\tau}\big],
\label{eq:g}
\end{equation}
where $z=\sum_J(2J+1)e^{-\beta BJ(J+1)}$.

As $T\to0$, $g$ is $e^{-2B\tau}$ near $\tau=0$ and, from the $J=1$ term, $e^{-2B(\beta-\tau)}$ near $\tau=\beta$. Each end contributes $1/(4B)$ to the integral of $g^2$. Therefore
\begin{equation}
F\to-\frac{\lambda^2}{3}\cdot\frac{1}{2B}=-\frac{\lambda^2}{6B}\qquad(T\to0,\ \lambda\ll B).
\label{eq:T0}
\end{equation}

\textbf{Q.} That is an $R^{-6}$ attraction at zero temperature, so I was right after all.

\textbf{A.} You were right that such an attraction can exist, but it is not the Keesom one. Its coefficient contains $B$ where Keesom's contains $kT$, and it comes from a slight admixture of excited rotational states, not from a thermal bias. It is derived for $\lambda\ll B$, but it fails slowly: the ground-state shift is 0.98 of (\ref{eq:T0}) at $\lambda=B$ and 0.88 at $\lambda=3B$.

\textbf{Q.} Is it still half of the mean dipole energy? There is no entropy to pay at $T=0$.

\textbf{A.} It is half, but the other half goes elsewhere. The ground-state shift $E=-\lambda^2/(6B)$ is proportional to $\lambda^2$. Since $V$ is proportional to $\lambda$, the Hellmann--Feynman theorem gives $\langle V\rangle=\lambda\,dE/d\lambda=2E$. The rotational kinetic energy therefore rises by $E-\langle V\rangle=-E=|E|$. The total energy change is $E=F$, not $2F$. The rule ``free energy is half the energy change'' thus belongs to the classical thermal regime.

As an example, keep the 1.5 D dipoles, set $B=0.1$ meV and go out to $R=5$ nm. The distance is ten times larger, so $\lambda$ is a thousand times smaller: $11.235\ \mu$eV, or $0.112\,B$. Then
\begin{equation}
E=-\frac{(11.235)^2}{6\times100}\ \mu\text{eV}=-0.210\ \mu\text{eV}.
\end{equation}
Diagonalizing the two coupled rotors also gives $-0.210\ \mu$eV, made up of $\langle V\rangle=-0.421\ \mu$eV and a kinetic part of $+0.210\ \mu$eV. The Keesom free energy at the same distance and 300 K is $-0.0016\ \mu$eV, weaker by a factor of about 130.

\section{Between the two regimes}

\textbf{Q.} When may I ignore $B$?

\textbf{A.} When $kT\gg B$. Expand (\ref{eq:g}) about $\tau=0$. The first derivative contains $-2B[(J+1)^2-J^2]=-2B(2J+1)$, so $g'(0)=-2B$. The second contains $4B^2[(J+1)^3+J^3]=4B^2(2J+1)(J^2+J+1)$, so $g''(0)=4B^2(\langle J(J+1)\rangle+1)\approx4BkT$, because the mean rotational energy is close to $kT$. To first order in $\beta B$,
\begin{align}
g&\approx1-2B\tau+\frac{2B\tau^2}{\beta},\\
\int_0^\beta g^2d\tau&\approx\beta-2B\beta^2+\frac43B\beta^2=\beta\Big(1-\frac{2B}{3kT}\Big).
\end{align}
With $B=0.1$ meV at 300 K, the reduction of the Keesom free energy is about 0.3\%. Light hydrides have much larger $B$, about 1.3 meV for HCl and 2.6 meV for HF, and for such values the reduction is about 3\% and 6.5\%. In between, (\ref{eq:Fq}) gives, in units of $\lambda^2/B$:
\begin{center}
\begin{tabular}{rrr}
$kT/B$ & quantum $F$ & Keesom $F$\\
0.1 & $-0.167$ & $-3.333$\\
0.5 & $-0.179$ & $-0.667$\\
1 & $-0.171$ & $-0.333$\\
3 & $-0.089$ & $-0.111$\\
10 & $-0.031$ & $-0.033$
\end{tabular}
\end{center}

\textbf{Q.} The attraction at $kT=0.5B$ is stronger than at $0.1B$. Should warming not weaken it?

\textbf{A.} Not at first. Let $q=e^{-2\beta B}$, the Boltzmann factor of a $J=1$ state. In $g^2$, the product of the two leading terms $e^{-2B\tau}$ and $qe^{2B\tau}$ gives the constant $2q$, which adds $2\beta q$ to the integral. The other corrections of order $q$ decay away from the ends of the interval and add only amounts of order $q/B$. For $kT\ll B$ the positive term $2\beta q$ wins, and $F$ deepens. Physically, one rotor is excited and the excitation can pass to the other. The coupling splits these degenerate pair states at first order, and the lower ones are populated slightly more.

\textbf{Q.} Does the cooling table at 0.5 nm survive quantum mechanics?

\textbf{A.} Only approximately at its cold end, if $B=0.1$ meV. There $\lambda\gg B$, so the dipoles do tend to lock. For small tilts $\boldsymbol\theta_1,\boldsymbol\theta_2$ from the axis,
\begin{equation}
U\approx-2\lambda+\lambda(\theta_1^2+\theta_2^2+\boldsymbol\theta_1\!\cdot\boldsymbol\theta_2).
\end{equation}
The combinations $(\boldsymbol\theta_1\mp\boldsymbol\theta_2)/\sqrt2$ have stiffness $\lambda$ and $3\lambda$. With kinetic energy $B$ times the squared angular momentum in units of $\hbar$, a stiffness $\kappa$ gives a quantum $\sqrt{2B\kappa}$, here 1.5 and 2.6 meV. At 10 K, $kT$ is only 0.86 meV, so zero-point motion weakens the attraction: the quantum $F$ is $-15.8$ meV against the classical $-16.5$, the 30 K row moves by about 0.2 meV, and the ground state lies at $-18.5$ meV rather than at $-2\lambda=-22.5$ meV. At 300 K, $kT$ is far above both quanta.

\textbf{Q.} Then my potential should be $-\lambda^2/(3kT)$, used when $kT$ is well above $B$ and not below $\lambda$. On cooling I must ask which of $\lambda$ and $B$ is larger.

\textbf{A.} Nearly, for identical linear rotors, but the dividing line lies well above $\lambda=B$: $-\lambda^2/(6B)$ meets $-2\lambda$ at $\lambda=12B$. At $T=0$ the local exponent $n=3\langle V\rangle/E$ is 5.9 at $\lambda=B$, 4.4 at $10B$ and 3.3 at $112B$. If $\lambda$ is far above $10B$, the pair approaches the locked $R^{-3}$ attraction, with zero-point corrections. If $\lambda\ll B$, it goes over to (\ref{eq:T0}). Because $\lambda$ falls as $R^{-3}$, one pair of molecules can be in the first case when close and in the second when far apart. The numerical check covers the classical averages and the weakly coupled quantum rotors.

\section*{Computed values}
\begin{verbatim}
dipole moment of each molecule: 1.5 D
kT at 300 K: 25.852 meV
unweighted mean of u^2: 0.666667
R = 0.5 nm: coupling lam = 11.235 meV, x = 0.4346
  Keesom free energy: -1.6275 meV
  full classical free energy F: -1.6134 meV
  Keesom mean energy: -3.2549 meV
  full classical mean energy <U>: -3.1992 meV
  T times entropy change: -1.5858 meV
  ratio F/<U>: 0.5043
  mean radial force, -dF/dR: -3.075 pN
  false force, -d<U>/dR: -6.047 pN
x | F/F_Keesom | <U>/<U>_Keesom | F/<U>  (no units)
   0.1 | 0.9995 | 0.9991 | 0.5002
   0.5 | 0.9886 | 0.9776 | 0.5057
   1.0 | 0.9577 | 0.9193 | 0.5209
   2.0 | 0.8662 | 0.7681 | 0.5638
   5.0 | 0.6215 | 0.4662 | 0.6665
  20.0 | 0.2419 | 0.1424 | 0.8496
x where F is 10% weaker than the Keesom value: 1.653
classical cooling at R = 0.5 nm; locked energy -2 lam = -22.469 meV
T (K) | x | Keesom F (meV) | full F (meV) | full <U> (meV)
  300 | 0.435 | -1.627 | -1.613 | -3.199
  100 | 1.304 | -4.882 | -4.552 | -8.540
   30 | 4.346 | -16.275 | -10.817 | -16.679
   10 | 13.037 | -48.824 | -16.549 | -20.690
two quantum rotors, kT = 1 B: F diagonalized -0.21563, second order -0.21569 micro-eV
two quantum rotors, kT = 2 B: F diagonalized -0.15072, second order -0.15074 micro-eV
rotational constant B: 0.1 meV; B/kT at 300 K: 0.00387
quantum F / Keesom F at 300 K: 0.99742
R = 5.0 nm: lam = 11.235 micro-eV, lam/B = 0.1123
  T = 0 energy shift, diagonalized: -0.21031 micro-eV
  T = 0 energy shift, -lam^2/(6B): -0.21036 micro-eV
  T = 0 mean dipole energy <V>: -0.42052 micro-eV
  T = 0 rotational kinetic energy: 0.21021 micro-eV
  Keesom F at 300 K: -0.001627 micro-eV
kT/B | second-order quantum F | Keesom F  (unit lam^2/B)
   0.1 | -0.16667 | -3.33333
   0.5 | -0.17945 | -0.66667
   1.0 | -0.17088 | -0.33333
   3.0 | -0.08897 | -0.11111
  10.0 | -0.03118 | -0.03333
\end{verbatim}
